Exact and WKB phase shifts for a repulsive inverse-square potential

## First half: the exact phase shift and the variable in which WKB is applied

Q: You want to persuade me that a leading-order WKB calculation, with l(l+1) replaced by (l+1/2)², gives the true quantum phase shift for a repulsive potential C/r². I doubt that an approximation can be exact, and I doubt the replacement. Begin with what is being compared. Does a potential with so long a tail have a phase shift at all?

A: It does. I use Hartree atomic units, so ħ = 1 and masses are in electron masses. Two particles of reduced mass μ interact through

V(r) = C/r², C > 0.

The energy of relative motion is E = k²/(2μ), where k is the wavenumber far away. For angular momentum l, write the wave function as u(r)/r times a spherical harmonic. The radial equation is then

u″ + [k² − (l(l+1) + g)/r²] u = 0, g = 2μC.

The number g has no unit: it measures the potential against the kinetic energy of confinement at the same radius.

To see whether the phase settles down, describe u by an amplitude B and an angle φ:

u = B sin φ, u′ = kB cos φ.

Then tan φ = ku/u′. Differentiate both sides, and write W = (l(l+1) + g)/r², so that u″ = −(k² − W)u:

φ′/cos²φ = k − k u u″/u′² = k + k(k² − W)u²/u′².

Since k²u²/u′² = tan²φ, the last term is [(k² − W)/k] tan²φ. Multiplication by cos²φ gives

φ′ = k cos²φ + (k − W/k) sin²φ = k − (W/k) sin²φ.

Beyond a radius R, the departure of φ from uniform growth is at most

∫ from R to ∞ of (W/k) dr = (l(l+1) + g)/(kR).

This is finite and vanishes as R grows, so φ − kr has a limit. The amplitude settles as well. From B² = u² + u′²/k² one finds

BB′ = uu′ + u′u″/k² = uu′W/k²,

and hence B′/B = (W/k) sin φ cos φ, which is integrable at infinity for the same reason. A potential falling as 1/r would fail this argument, because the integral of 1/r grows as a logarithm.

The phase shift can therefore be defined in the ordinary way:

u(r) → constant × sin(kr − lπ/2 + δ_l), u(0) = 0.

The term −lπ/2 is the free-particle phase, so δ_l measures the effect of V. This fixes δ_l up to a multiple of π. I fix the multiple by following δ_l continuously from zero as C is raised from zero.

Q: The potential is also singular at the origin. Is u(0) = 0 enough to select one solution?

A: For repulsion, yes. Close to the origin k² is negligible beside the 1/r² term. Try u = r^s:

s(s − 1) = l(l+1) + g.

It helps to define

L = l + 1/2, λ = √(L² + g).

Because L² = l(l+1) + 1/4, the right-hand side is λ² − 1/4, and

(s − 1/2)² = λ², so s = 1/2 + λ or s = 1/2 − λ.

With C > 0 we have λ > L ≥ 1/2. The second power is negative and that solution diverges at the origin, so u(0) = 0 selects u ∝ r^(λ+1/2).

There is one delicate region. If λ < 1, which requires l = 0 and g < 3/4, the rejected solution is still square integrable near the origin, so normalization alone would not exclude it. Its potential energy would: the integral of u²/r² near zero contains r^(−1−2λ) and diverges.

The argument also shows where the statement stops. For an attractive potential with l = 0 we have λ² = 1/4 + g < 1/4. As long as λ is real, both powers then vanish at the origin, and u(0) = 0 no longer selects a solution. Below g = −1/4 the exponent λ is imaginary. I keep to C > 0.

Q: I suppose a Bessel function now appears, with an asymptotic formula that I am to accept.

A: The solution is a Bessel function in disguise, but both the solution and its phase can be derived. Put z = kr and u = z^p F(z), with p = λ + 1/2. In the variable z the radial equation is

d²u/dz² + [1 − (λ² − 1/4)/z²] u = 0.

The second derivative of the product is

d²u/dz² = z^p F″ + 2p z^(p−1) F′ + p(p − 1) z^(p−2) F.

Here p(p − 1) = (λ + 1/2)(λ − 1/2) = λ² − 1/4, so the last term cancels the inverse-square term. Division by z^(p−1) leaves

zF″ + (2λ + 1)F′ + zF = 0.

I now try a superposition of plain waves with wavenumbers up to k:

F(z) = ∫ from −1 to 1 of (1 − t²)^a cos(zt) dt, a = λ − 1/2 > 0.

Differentiation under the integral gives

F′ = −∫ t(1 − t²)^a sin(zt) dt,

F″ + F = ∫ (1 − t²)^(a+1) cos(zt) dt.

In the second line, two derivatives produced −t² and the added F supplied the 1. Since z cos(zt) is the t-derivative of sin(zt), integrate by parts:

z(F″ + F) = 2(a + 1) ∫ t(1 − t²)^a sin(zt) dt = −2(a + 1)F′.

The boundary terms vanish because (1 − t²)^(a+1) is zero at both ends. As 2(a + 1) = 2λ + 1, the equation is satisfied. Also F(0) is a finite positive number, so u behaves as r^(λ+1/2) near the origin. This is the required solution.

Q: Then where does its phase at large distance come from? The integral contains every wavenumber from −k to k.

A: At large z the interior waves cancel one another and the ends t = ±1 survive. A change of contour makes this precise. The odd part of exp(izt) integrates to zero, so

F = ∫ from −1 to 1 of (1 − t²)^a exp(izt) dt.

For t = x + is with s > 0, the exponential has size exp(−zs). In the strip −1 < x < 1 the factors 1 − t and 1 + t have positive real parts, so their principal powers are analytic there. I may replace the path along the real axis by one that goes up from −1 to −1 + iY, across to 1 + iY, and down to 1. On the top side the power grows no faster than Y^(2a) while the exponential falls as exp(−zY), so that side drops out as Y → ∞.

On the right-hand side t = 1 + is, and

1 − t = −is, (−is)^a = s^a exp(−iπa/2), 1 + t = 2 + is.

This side is traversed downward, so dt contributes −i ds when s runs from 0 to ∞. With −i = exp(−iπ/2), its contribution is

F₊ = exp[iz − i(a + 1)π/2] ∫ from 0 to ∞ of s^a (2 + is)^a exp(−zs) ds.

The left-hand side gives the complex conjugate, so F = 2 Re F₊.

For large z, values of s near 1/z dominate. Expand (2 + is)^a = 2^a(1 + ias/2 + …) and use

∫ from 0 to ∞ of s^a exp(−zs) ds = Γ(a + 1)/z^(a+1).

One more factor s multiplies this result by (a + 1)/z. Therefore

F₊ = 2^a Γ(a + 1) z^(−a−1) exp[iz − i(a + 1)π/2] × [1 + ia(a + 1)/(2z) + O(1/z²)].

Since a + 1 = λ + 1/2, the factor z^(λ+1/2) in u cancels the decay, and

u ∝ cos(kr − λπ/2 − π/4) = sin(kr − λπ/2 + π/4) as r → ∞.

The bracket contains information about finite distance too. To first order in 1/z an imaginary addition is an addition to the phase, and a(a + 1) = λ² − 1/4. The local phase of the exact wave, in the sine form, is

θ_exact = kr − λπ/2 + π/4 + (λ² − 1/4)/(2kr) + O(1/(kr)²).

Q: Then read off the phase shift, including the multiple of π.

A: Comparison of the constant phases gives

−lπ/2 + δ_l = −λπ/2 + π/4 + nπ,

with n an integer. Because lπ/2 + π/4 = Lπ/2,

δ_l = (π/2)(L − λ) + nπ.

At C = 0 we have λ = L, and the chosen branch has δ_l = 0 there. Hence n = 0. It cannot jump as C rises, since λ varies continuously. The exact phase shift is

δ_l = (π/2)[l + 1/2 − √((l + 1/2)² + 2μC)].

A familiar case shows that this is reasonable. For l = 0 and g = 2, the radial equation is that of a free particle with l = 1. Its regular solution is u = sin z/z − cos z, which tends to −cos z = sin(z − π/2). The formula has λ = 3/2 and gives δ₀ = −π/2, in agreement.

Q: There is no k in the answer. Should a faster particle not be less affected?

A: For one fixed l, no. The radial equation in z = kr contains no k, because C/r² scales with distance in the same way as the kinetic energy. A faster particle with the same l comes closer and meets a stronger potential, and the two effects cancel. At fixed impact parameter b the result does change, because L = kb then rises with speed.

The sign is negative because repulsion pushes the wave outward. The size follows from

L − λ = −g/(L + λ).

For L² ≫ g this gives δ_l ≈ −πg/(4L), and for g ≫ L² it gives δ_l ≈ −(π/2)√g. The slow 1/L decrease has a consequence. The total cross section is proportional to the sum of (2l + 1) sin²δ_l, whose terms at large l are

2L × [πg/(4L)]² = π²g²/(8L).

That sum diverges logarithmically. Each phase shift exists, but the total cross section of the unscreened inverse-square potential does not.

Q: I accept the exact side. Now the replacement. If the equation contains l(l+1), putting (l+1/2)² in its place looks like tuning.

A: It follows from asking where WKB is valid. Take an equation y″ + Qy = 0 with Q negative, and write y = A exp(S) with A²S′ constant. Then 2A′S′ + AS″ = 0, and what remains is

S′² = −Q − A″/A.

Leading-order WKB drops A″/A. Near the origin, in the variable z,

−Q = Λ²/z², Λ² = l(l+1) + g = λ² − 1/4.

The WKB amplitude is proportional to (−Q)^(−1/4), hence to z^(1/2), and A″/A = −1/(4z²). The dropped term is a fixed fraction 1/(4Λ²) of the retained one, however small z becomes. WKB in r therefore never becomes accurate near the origin. It predicts u ∝ r^(Λ+1/2), while the true exponent is λ + 1/2.

The cure is a variable that stretches the origin to minus infinity:

z = e^x, u = e^(x/2) χ(x).

With d/dz = e^(−x) d/dx, the first derivative is

du/dz = e^(−x/2)(χ′ + χ/2).

Repeat the operation:

d²u/dz² = e^(−3x/2)[χ″ + χ′/2 − (χ′ + χ/2)/2] = e^(−3x/2)(χ″ − χ/4).

Insert this in the radial equation and multiply by e^(3x/2):

χ″ − χ/4 + [e^(2x) − λ² + 1/4]χ = 0.

The quarters cancel:

χ″ + [e^(2x) − λ²]χ = 0.

As x → −∞ the coefficient becomes constant, and the WKB solution e^(λx) gives u ∝ z^(λ+1/2), the correct power. In this equation l enters through λ² = (l + 1/2)² + g. Langer's replacement is thus the result of applying WKB in the variable x.

## Second half: the WKB phase shift and a boron-silicon collision

Q: Let me restate what I have accepted. The potential is C/r² with C > 0, and g = 2μC, L = l + 1/2, λ = √(L² + g), z = kr. The exact phase shift is (π/2)(L − λ), and the exact local phase at large distance is kr − λπ/2 + π/4 + (λ² − 1/4)/(2kr). With z = e^x and u = e^(x/2)χ, the radial equation becomes χ″ + [e^(2x) − λ²]χ = 0. You have still to solve that by WKB. What is the solution in the allowed region?

A: Call the bracket Q(x) and write χ = A sin θ with A²θ′ = 1. The cosine terms cancel, and the sine terms give

θ′² = Q + A″/A.

Leading-order WKB drops A″/A, so θ′ = √Q and A = Q^(−1/4). At large x we have A ≈ e^(−x/2) and A″/A ≈ 1/4, while Q grows as e^(2x), so the neglect is justified there.

The turning point Q = 0 lies at z = λ, or r₀ = λ/k. Since dx = dz/z, the phase accumulated beyond it is

w = ∫ √(e^(2x) − λ²) dx = ∫ from λ to z of √(1 − λ²/z′²) dz′.

In terms of r the integrand is √(k² − λ²/r²) dr, the familiar radial phase integral with l(l+1) replaced by L². The full WKB phase is w plus a constant c, which must come from the behaviour at the turning point.

Q: That constant matters, because an error in it would spoil the equality. Why should it be π/4?

A: Near x₀ = ln λ, expand Q to first order:

Q ≈ 2λ²(x − x₀).

With y = (2λ²)^(1/3)(x − x₀) the equation becomes

d²χ/dy² + yχ = 0.

We need the solution that decays for y → −∞, because χ must vanish toward the origin. Consider

G(y) = (1/2) ∫ exp[i(s³/3 − ys)] ds,

with s running along a line parallel to the real axis at a height η > 0. There the integrand falls off as exp(−ηs²), s now denoting the real part, so the integral converges and may be differentiated. Then

G″ + yG = −(1/2) ∫ (s² − y) exp[i(s³/3 − ys)] ds.

The integrand is a total derivative divided by i, and it vanishes at both ends. So G solves the equation.

For y = −Y with Y > 0, choose η = √Y. With s replaced by s + i√Y the exponent becomes

is³/3 − √Y s² − (2/3)Y^(3/2).

The integral is thus bounded by a constant times Y^(−1/4) exp[−(2/3)Y^(3/2)], and G is the decaying solution.

For large positive y, the phase s³/3 − ys is stationary at s = ±√y. At s = √y it equals −(2/3)y^(3/2) and has second derivative 2√y. The Gaussian integral around that point gives a factor √(π/√y) exp(iπ/4), and the other point gives the complex conjugate. Their sum, with the factor 1/2, is

G ≈ √π y^(−1/4) cos[(2/3)y^(3/2) − π/4] = √π y^(−1/4) sin[(2/3)y^(3/2) + π/4].

In the linear region w = ∫ √(2λ²(x′ − x₀)) dx′ = (2/3)y^(3/2). The decaying solution therefore continues into sin(w + π/4), so c = π/4.

The match requires a region where y is large while x − x₀ is still small, which exists for λ^(2/3) ≫ 1. By this reasoning alone, the WKB phase is justified for large λ.

Q: Then finish the integral, and we shall see what happens at small λ.

A: The integral is

w = √(z² − λ²) − λ arccos(λ/z).

To confirm it, differentiate. The first term gives z/√(z² − λ²). The derivative of arccos(λ/z) is λ/[z√(z² − λ²)]. Together,

dw/dz = (z − λ²/z)/√(z² − λ²) = √(z² − λ²)/z,

which is the integrand, and w = 0 at z = λ. For large z,

√(z² − λ²) = z − λ²/(2z) + …, arccos(λ/z) = π/2 − λ/z − ….

Hence

w = z − λπ/2 + λ²/(2z) + ….

The WKB wave tends to

u_WKB ∝ sin(kr − λπ/2 + π/4).

Set this phase equal to kr − lπ/2 + δ_l:

δ_l(WKB) = lπ/2 + π/4 − λπ/2 = (π/2)(L − λ).

It starts from zero at C = 0 and is continuous in C, so it lies on the same branch as the exact result. The two phase shifts are equal for every l, every k and every C > 0. The derivation of the WKB formula called for large λ, but the comparison with the exact solution holds for small λ too.

Q: Does that make the WKB wave function exact?

A: No. At large but finite distance the WKB phase contains λ²/(2kr), while the exact one contains (λ² − 1/4)/(2kr). Their difference is

θ_exact − θ_WKB ≈ −1/(8kr).

It vanishes at infinity, where the phase shift is defined. Close to the turning point the failure is plain: the WKB amplitude diverges there and the true wave does not.

Q: Why do the higher WKB corrections not spoil the phase shift? Is it luck?

A: One can say what they must do. Shift the variable by writing x = x₀ + v. The equation becomes

d²χ/dv² + λ²(e^(2v) − 1)χ = 0,

so 1/λ plays the part of ħ. The leading WKB phase is proportional to λ, the turning point supplies a constant, and later corrections would supply inverse powers of λ. But the exact constant phase is −λπ/2 + π/4, with no inverse powers. Since the coefficients of an asymptotic expansion are unique, every later correction to the phase at infinity has to vanish. This rests on the exact solution for C/r² and says nothing about other potentials.

Q: How much is lost if I keep l(l+1)?

A: The same phase integral then contains Λ = √(λ² − 1/4) in place of λ. With the same π/4, the result is (π/2)(L − Λ), and its error relative to the exact phase shift is

(π/2)(λ − Λ) = π/[8(λ + Λ)].

For l = 0 and g = 1, λ = √1.25 and Λ = 1. The exact phase shift is −0.971 rad and the uncorrected one is −0.785 rad, too small in magnitude by 19 % of the exact value. For l = 5 and g = 600 the values are −30.795 and −30.787 rad. Even without a potential an error remains: for l = 1 and C = 0 the uncorrected formula gives 0.135 rad where the true answer is zero.

Q: Ion implantation is described by deflection angles. How does a phase shift give one?

A: For a repulsive V that decreases steadily with r and whose integral over r converges at large distance, as it does for C/r² and for a screened Coulomb potential, there is one turning point and the limit below exists. The same WKB argument then gives

δ_l = Lπ/2 + lim [∫ from r₀ to R of p dr − kR] as R → ∞,

p = √(k² − L²/r² − 2μV).

Differentiate with respect to L. The moving lower limit contributes nothing, because p = 0 there:

dδ/dL = π/2 − ∫ from r₀ to ∞ of L/(r²p) dr.

On a classical orbit the angular momentum is L = μr² dφ/dt and the radial momentum is p = μ dr/dt, where φ is now the polar angle. So dφ/dr = L/(r²p). The orbit sweeps this angle once inward and once outward, and without deflection the total would be π. The centre-of-mass deflection is therefore

θ = π − 2∫ L/(r²p) dr = 2 dδ/dL.

For C/r², dλ/dL = L/λ, and

θ = π(1 − L/λ), L = kb.

A head-on collision gives θ = π, and a distant one gives θ → 0.

The energy passed to the target follows from the same angle. Let an ion of mass m₁ and energy E_lab strike an atom of mass m₂ at rest. The centre of mass moves at V_c = m₁v/(m₁ + m₂), which is also the target's speed in the centre-of-mass frame. An elastic collision turns that velocity through θ, so the target's laboratory speed becomes 2V_c sin(θ/2). Its energy is

T = (m₂/2) × 4V_c² sin²(θ/2) = [4m₁m₂/(m₁ + m₂)²] E_lab sin²(θ/2).

Q: Give me a case with numbers.

A: Take a 2 keV boron ion of mass 11.009 u striking a silicon atom of mass 27.977 u. The centre-of-mass energy is

E = 2000 eV × 27.977/38.986 = 1435 eV.

The reduced mass is 7.900 u, or 14 401 electron masses, and k = √(2μE) = 23 292 nm⁻¹.

For C, I use the Ziegler-Biersack-Littmark (ZBL) universal potential, in atomic units

V_ZBL = (Z₁Z₂/r) Φ(r/a_s), a_s = 0.88534/(Z₁^0.23 + Z₂^0.23),

Φ(q) = 0.18175 e^(−3.1998q) + 0.50986 e^(−0.94229q) + 0.28022 e^(−0.4029q) + 0.02817 e^(−0.20162q).

With Z₁ = 5 and Z₂ = 14, a_s = 0.01427 nm. A numerical root search finds the radius where −d ln V/d ln r = 2, so that C/r² can match both value and slope. It is 0.02332 nm, where V = 1191 eV. Thus

C = (0.02332 nm)² × 1191 eV = 0.648 eV nm² = 8.50 hartree bohr².

This gives g = 2μC = 2.449 × 10⁵. For l = 300,

b = 300.5/23 292 nm⁻¹ = 0.0129 nm,

λ = √(300.5² + 2.449 × 10⁵) = 579.0,

δ = (π/2)(300.5 − 579.0) = −437 rad,

θ = 180° × (1 − 300.5/579.0) = 86.6°.

The mass factor in T is 0.8106, so T = 0.8106 × 2000 eV × sin²(43.29°) = 762 eV.

Q: And if you keep the ZBL potential instead of its inverse-square match?

A: I evaluated the phase and orbit integrals for it by numerical quadrature, with energy and l held fixed. In each pair the C/r² value comes first:

l = 100, b = 0.0043 nm: δ = −635 and −559 rad; θ = 144.2° and 144.4°; T = 1468 and 1469 eV.

l = 300, b = 0.0129 nm: δ = −437 and −360 rad; θ = 86.6° and 88.0°; T = 762 and 782 eV.

l = 1000, b = 0.0430 nm: δ = −182 and −97 rad; θ = 18.7° and 18.3°; T = 42.6 and 41.0 eV.

The angles agree far better than the phases. The phase differences are 77, 78 and 85 rad, so they change little with l, and θ = 2 dδ/dL removes any part that does not depend on L. Langer's replacement hardly matters at these large λ: without it the C/r² phase at l = 300 would be wrong by 3.4 × 10⁻⁴ rad. For the ZBL potential WKB is not exact even with the replacement: at l = 300 its phase differs from a direct numerical solution of the radial equation by about 4 × 10⁻⁵ rad with the replacement and 3 × 10⁻⁴ rad without it.

Q: How far may I trust this for a real implant?

A: The inverse-square tail is wrong at larger distances. With a rough lattice constant of 0.543 nm, the silicon bond length is 0.235 nm. There C/r² gives 11.7 eV and the ZBL potential 0.59 eV. For the three collisions above, the wrong shape changes T by up to 4 % of the ZBL value. Between them the error can be larger: near l = 600 the C/r² value of T is about 7 % too small. The error changes sign between l = 900 and l = 1000 and then grows quickly: at l = 1500, or b = 0.0644 nm, C/r² gives T = 10.1 eV and the ZBL potential 6.7 eV. The ZBL potential is itself an averaged fit, and its own error is not included. The Lindhard-Scharff formula, with S_e = 8πZ₁^(7/6)Z₂v/(Z₁^(2/3) + Z₂^(2/3))^(3/2) per atom in atomic units, estimates the electronic energy loss. Multiplied by N^(2/3), where N is the atomic density, it gives 7.9 eV over one mean atomic spacing of 0.27 nm, or 0.4 % of the ion energy. At 300 K the thermal speed √(3k_BT_Si/m₂) of a silicon atom, T_Si being the temperature, is 0.3 % of the ion speed. Its effect on a weak collision is larger than that ratio suggests, because the target's final energy contains the product of its initial velocity and the velocity it gains. For T = 42.6 eV and k_BT_Si = 0.026 eV this term has an rms size of about √(2Tk_BT_Si) = 1.5 eV, or 3.5 % of T, comparable with the error from the wrong shape in that collision. This is the classical estimate. Quantum vibration of the lattice, in a Debye model with a Debye temperature of 645 K, multiplies the mean kinetic energy of the atom at 300 K by 1.22 and raises the term to about 1.6 eV. Relativity enters at order (v/c)² = 4 × 10⁻⁷. A real implant is a long sequence of collisions in a solid, so these numbers describe one event and not a depth profile.
